# Order-by-order locality of the Hubbard self-energy in infinite dimensions: test program

```python
# Result under test: Hubbard model, hypercubic lattice, eps_k=-2t sum_a cos k_a, t=t*/sqrt(2d).
# Two vertices joined by P line-disjoint propagator paths sit on different sites with weight
# O(d^(1-P/2)).  1PI diagrams: Sigma(R)=O(d^(-3|R|/2)), Sigma(k)-Sigma(R=0)=O(d^(-1/2));
# skeleton diagrams: internal vertices off-site cost O(1/d); a two-line cut costs O(1).
# Symbols: t*=1 energy unit, beta=1/T, w0=pi T, s_l = resolvent time of line l, S=sum|s_l|,
# F = one-direction factor of a diagram, i,j external vertices, f=exp(-eps tau)/(1+exp(-beta eps)),
# |R| = Manhattan length of a lattice vector (shell index).
import numpy as np, itertools as it
from math import factorial, pi, log
from collections import Counter
from scipy.special import jv
from scipy.integrate import quad
from scipy.signal import fftconvolve

U, beta = 2.0, 4.0
T = 1/beta; w0 = pi*T
print(f"U = {U} t*, T = {T} t*, w0 = {w0:.6f} t*, half filling")

# ---------- graphs: all self-energy diagrams without bare Hartree loops, i=0, j=1
def connected(n, edges):
    seen, grow = {0}, True
    while grow:
        grow = False
        for a, b in edges:
            if (a in seen) != (b in seen):
                seen |= {a, b}; grow = True
    return len(seen) == n
def paths(n, edges, u, v):          # line-disjoint paths by augmentation
    cap = [[0]*n for _ in range(n)]
    for a, b in edges:
        cap[a][b] += 1; cap[b][a] += 1
    flow = 0
    while True:
        prev, queue = {u: None}, [u]
        for a in queue:
            for b in range(n):
                if cap[a][b] > 0 and b not in prev:
                    prev[b] = a; queue.append(b)
        if v not in prev:
            return flow
        b = v
        while prev[b] is not None:
            cap[prev[b]][b] -= 1; cap[b][prev[b]] += 1; b = prev[b]
        flow += 1
for n in range(2, 6):
    der = [p for p in it.permutations(range(n)) if all(p[a] != a for a in range(n))]
    X = np.array(list(it.product(range(3), repeat=n)))
    two_level = X.max(1) == 1
    cnt = Counter()
    for up in (p for p in der if p[1] == 0):
        for dn in der:
            E = [(a, up[a]) for a in range(n) if a != 1] + [(a, dn[a]) for a in range(n)]
            if not connected(n, E):
                continue
            drop = lambda idx: [e for q, e in enumerate(E) if q not in idx]
            irr = all(connected(n, drop((q,))) for q in range(len(E)))
            skel = irr and all(connected(n, drop(c)) for c in it.combinations(range(len(E)), 2))
            cost = sum(abs(X[:, a]-X[:, b]) for a, b in E)
            sep = X[:, 0] != X[:, 1]
            assert np.all((cost[two_level] % 2 == 1) == sep[two_level])      # parity of cuts
            P = {}
            for u, v in it.combinations(range(n), 2):
                P[u, v] = paths(n, E, u, v)
                for r in (1, 2):                                            # lowest power of t
                    assert cost[abs(X[:, u]-X[:, v]) == r].min() == r*P[u, v]
            assert P[0, 1] == (3 if irr else 1)
            assert skel == (min(P.values()) >= 3)
            spread = (~sep) & (X.max(1) > X.min(1))
            if irr and n > 2:
                assert (cost[spread].min() >= 4) == skel
            cnt['irr'] += irr; cnt['skel'] += skel; cnt['all'] += 1
    g = factorial(n-2)
    print(f"order {n}: connected {cnt['all']//g}, 1PI {cnt['irr']//g}, skeleton {cnt['skel']//g}")

# ---------- factor F of the third-order ladder: lines a (i-j), b,c (i-m), d,e (m-j)
pos = np.arange(-14, 15)
def F_components(t, s):             # [r, m] terms, x_i=r, x_j=0, x_m=m
    g = lambda n, x: 1j**(abs(n) % 4)*jv(abs(n), 2*t*x)
    r, m = np.meshgrid(pos, pos, indexing='ij')
    return g(r, s[0])*g(r-m, s[1])*g(r-m, s[2])*g(m, s[3])*g(m, s[4])
N = 20
ix, iy = [a.ravel() for a in np.meshgrid(range(N), range(N), indexing='ij')]
diff = ((ix[:, None]-ix[None, :]) % N)*N + (iy[:, None]-iy[None, :]) % N
cos2 = np.cos(2*pi*ix/N) + np.cos(2*pi*iy/N)
rng = np.random.default_rng(1); c0 = 14
for trial in range(12):
    s = rng.uniform(-2, 2, 5); t = rng.uniform(0.02, 0.35); x = 2*t*abs(s).sum()
    ph = [np.exp(2j*t*a*cos2) for a in s]
    conv = lambda A, B: (A[diff]*B[None, :]).mean(1)
    direct2d = conv(ph[0], conv(ph[1], ph[2])*conv(ph[3], ph[4]))    # loop momenta, d=2
    M = F_components(t, s); Fr = M.sum(1)
    Fk = np.exp(-2j*pi*np.outer(range(N), pos)/N) @ Fr
    assert abs(direct2d - Fk[ix]*Fk[iy]).max() < 1e-8
    assert abs(direct2d.mean() - Fr[c0]**2) < 1e-8
    assert abs(Fk).max() <= 1+1e-12
    assert abs(Fk-Fr[c0]).max() <= 2*x**3/6
    assert abs(Fr[c0]-M[c0, c0]) <= 2*x**4/24
    assert abs(Fr[c0+2]) <= x**6/720
s = np.array([1.0, 0.7, -1.2, 0.9, 0.5]); vals = []
for t in (0.02, 0.01):
    M = F_components(t, s); Fr = M.sum(1)
    vals.append([abs(2*Fr[c0+1:].sum()), abs(2*M[c0, c0+1:].sum()), abs(Fr[c0+2])])
pw = np.log(np.array(vals[0])/np.array(vals[1]))/log(2)
assert abs(pw-[3, 4, 6]).max() < 0.02
print("powers of t: F(0)-F(i=j) %.3f, F(i=j)-F(local) %.3f, F(r=2) %.3f" % tuple(pw))

# ---------- moment bound and frequency sum
xl, wl = np.polynomial.laguerre.laggauss(6)
def moment(rates):
    a, b, c = np.ix_(*[xl/r for r in rates]); wa, wb, wc = np.ix_(wl, wl, wl)
    return (wa*wb*wc*(a+b+c)**3).sum()
mom_bound = factorial(5)/factorial(2)/w0**3
assert abs(moment([w0]*3)/mom_bound-1) < 1e-12 and moment([w0, 3*w0, w0]) < mom_bound
h = lambda x: log(1/np.tan(pi*T*x/2))/pi
for m in (1, 3):
    assert abs(2*quad(lambda x: np.cos(m*w0*x)*h(x), 0, beta/2, limit=200)[0]*m*w0-1) < 1e-6
K = 2*quad(lambda x: np.cos(w0*x)*h(x)**3, 0, beta/2, limit=200)[0]
nm = 2**16; a = 1/abs(2*np.arange(-nm, nm)+1.0)
pair = fftconvolve(a, a); third = 2*(np.arange(pair.size)-2*nm)+1.0   # w1+w2-w0 in units pi T
K_sum = T**2/w0**3*(pair/abs(third)).sum()
assert abs(K_sum/K-1) < 2e-3       # cutoff tail ~ ln(nm)/nm
print(f"K = T^2 sum 1/|w1 w2 w3| = {K:.5f} 1/t*, moment bound = {mom_bound:.3f} 1/t*^3")

# ---------- imaginary-time tools
xg, wg = np.polynomial.legendre.leggauss(64)
tau = beta*(xg+1)/2; wt = wg*beta/2
ft = lambda g, w: np.tensordot(wt*np.exp(1j*w*tau), g, axes=(0, 0))
def f(eps):
    e = np.asarray(eps, float)
    return np.exp(-np.multiply.outer(tau-beta/2, e))/(2*np.cosh(beta*e/2))

# second-order formula against exact diagonalization of a dimer
td, Us = 0.7, 0.02
cm, Z2, I2 = np.array([[0., 1], [0, 0]]), np.diag([1., -1]), np.eye(2)
def op(q):
    out = np.eye(1)
    for m in range(4):
        out = np.kron(out, Z2 if m < q else cm if m == q else I2)
    return out
c = [op(q) for q in range(4)]; half = np.eye(16)/2        # 0up 1up 0dn 1dn
H = -td*sum(c[p].T@c[q] for p, q in ((0, 1), (1, 0), (2, 3), (3, 2)))
H = H + Us*sum((c[p].T@c[p]-half)@(c[p+2].T@c[p+2]-half) for p in (0, 1))
En, V = np.linalg.eigh(H); bw = np.exp(-beta*En); cc = [V.T@c[q]@V for q in (0, 1)]
ker = (bw[:, None]+bw[None, :])/(1j*w0+En[:, None]-En[None, :])/bw.sum()
Gm = np.array([[(cc[p]*cc[q]*ker).sum() for q in (0, 1)] for p in (0, 1)])
Sed = 1j*w0*I2 + td*np.array([[0, 1], [1, 0]]) - np.linalg.inv(Gm)
for R in (0, 1):
    pt = Us**2*(-1)**R*ft((-(f(-td)+(-1)**R*f(td))/2)**3, w0)
    assert abs(pt/Sed[0, R]-1) < 2e-3      # next order is relative U^2

# ---------- d-dimensional propagators from the Bessel representation
def parts(n, top):
    if n == 0:
        yield ()
    for p in range(min(n, top), 0, -1):
        for rest in parts(n-p, p):
            yield (p,)+rest
def mult(p, d):
    out = 2**len(p)
    for q in range(len(p)):
        out *= d-q
    for m in Counter(p).values():
        out //= factorial(m)
    return float(out)
# the integrand at -s is the complex conjugate of that at s: use s>=0, doubled, real part
sg = np.arange(0, 44.1, 0.25); ws = 0.25/(beta*np.cosh(pi*sg/beta)); ws[0] /= 2
zz = sg[None, :]-1j*(tau[:, None]-beta/2)
xs, wq = np.polynomial.legendre.leggauss(400); sr = 24*(xs+1); wr = 24*wq
nus = 2*pi*T*np.arange(-12, 13)
def ladder(Gx, weight, G0):         # T sum_nu sum_x Pi(x,nu)^2 G(0,i nu - i w0)
    return T*sum((weight*ft(Gx**2, nu)**2).sum()*ft(G0, nu-w0) for nu in nus)
def two_line(d, zeta):
    j0 = jv(0, 2*sr/np.sqrt(2*d))**d*np.exp(1j*zeta*sr)*wr
    return -(sr*j0).sum() - (-1j*j0.sum())**2
def solve(d):
    nmax = 16 if d <= 4 else 10 if d <= 16 else 8    # slow diagonal decay needs more shells at small d
    t = 1/np.sqrt(2*d); J = [1j**(n % 4)*jv(n, 2*t*zz) for n in range(nmax+1)]
    pw0 = {m: J[0]**(d-m) for m in range(min(d, nmax)+1)}
    G = {}
    for p in (p for n in range(nmax+1) for p in parts(n, n) if len(p) <= d):
        A = pw0[len(p)]
        for q in p:
            A = A*J[q]
        G[p] = -(A@ws).real
    S = {p: U**2*(-1)**sum(p)*ft(g**3, w0) for p, g in G.items()}
    off = [p for p in G if p]; m = np.array([mult(p, d) for p in off])
    So = np.array([S[p] for p in off]); shell = np.array([sum(p) for p in off])
    dk0 = (m*So).sum(); last = (m*abs(So))[shell == nmax].sum()/abs(dk0)
    assert last < 1e-5                               # shell sum converged
    lad = ladder(np.array([G[p] for p in off]).T, m, G[()])/ladder(G[()], 1.0, G[()])
    return dict(G=G, S0=S[()], S1=S[(1,)], S11=S[(1, 1)], dk0=dk0, last=last,
                dk6=(m*So)[shell <= 6].sum(), rms=np.sqrt((m*abs(So)**2).sum()),
                lad=lad, two=two_line(d, 1j*w0))

# d=3 against a plain k grid
N = 24; t = 1/np.sqrt(6); ck = np.cos(2*pi*np.arange(N)/N)
eps = -2*t*(ck[:, None, None]+ck[None, :, None]+ck[None, None, :])
GL = -np.fft.ifftn(f(eps), axes=(1, 2, 3)).real
r3 = solve(3)
for p, idx in (((), (0, 0, 0)), ((1,), (1, 0, 0)), ((2, 1), (0, 1, 2)), ((1, 1, 1), (1, 1, 1))):
    assert abs(r3['G'][p]-GL[(slice(None),)+idx]).max() < 1e-7
ind = np.indices((N, N, N)); par = (-1.0)**ind.sum(0); man = np.minimum(ind, N-ind).sum(0)
SR = U**2*par*ft(GL**3, w0); Sk = np.fft.fftn(SR); dk_grid = Sk[0, 0, 0]-Sk.mean()
assert abs(dk_grid/r3['dk0']-1) < 1e-4
assert abs(SR[(man > 0) & (man <= 6)].sum()/r3['dk6']-1) < 1e-6   # same sites on both sides
print(f"d=3: |S(k=0)-S(0)| grid {abs(dk_grid):.6f} t*, shells {abs(r3['dk0']):.6f} t*")
print(f"d=3: relative weight of shells |R|>6 on the grid {abs(SR[man > 6].sum()/dk_grid):.2e}")
assert abs(np.sqrt((abs(Sk-Sk.mean())**2).mean())/r3['rms']-1) < 1e-5
g0 = GL[:, 0, 0, 0]
assert abs((ladder(GL, 1.0, g0)/ladder(g0, 1.0, g0)-1)/r3['lad']-1) < 1e-4
zeta = 0.3+1.1j; Gk = 1/(zeta-eps)                           # dressed line, local Sigma
G1 = -1j*(wr*np.exp(1j*zeta*sr)*1j*jv(1, 2*t*sr)*jv(0, 2*t*sr)**2).sum()
assert abs(G1-np.fft.ifftn(Gk)[1, 0, 0]) < 1e-7
assert abs(two_line(3, zeta)-((Gk**2).mean()-Gk.mean()**2)) < 1e-7

# ---------- worked example
res = {d: solve(d) for d in (4, 16, 64, 256, 1024)}
print(f"largest relative weight of the last shell kept: {max(r['last'] for r in res.values()):.1e}")
print("second order at i w0, unit t*: d, Im S(0), Re S(e1), Im S(e1+e2)")
for d, r in res.items():
    print(f"{d:5d} {r['S0'].imag:.6f} {r['S1'].real:.4e} {r['S11'].imag:.4e}")
print("unit t*: d, |S(k=0)-S(0)|, 2d|S(e1)|, rms_k, rigorous bound")
for d, r in res.items():
    bound = U**2*2*d*(2/d)**1.5/6*mom_bound*K
    assert abs(r['dk0']) < bound
    print(f"{d:5d} {abs(r['dk0']):.4e} {2*d*abs(r['S1']):.4e} {r['rms']:.4e} {bound:.3f}")
print("d, ladder off-site/on-site (pure number), two-line factor (1/t*^2)")
for d, r in res.items():
    print(f"{d:5d} {r['lad'].real:.4e} {r['two'].real:.5f}")
for key, expect in dict(S1=-1.5, S11=-3, dk0=-0.5, rms=-1, lad=-1, two=0).items():
    sl = log(abs(res[1024][key]/res[256][key]))/log(4)
    assert abs(sl-expect) < 0.02
    print(f"exponent of d for {key} (256 to 1024): {sl:.4f}")

# limits from the Gaussian density of states
e = np.linspace(-12, 12, 2401); dos = np.exp(-e**2/2)/np.sqrt(2*pi)*(e[1]-e[0]); fe = f(e)
g0, g1, g2 = -fe@dos, fe@(e*dos), -fe@((e**2-1)*dos)
Ge = 1/(1j*w0-e); D = 2048.0; r = res[1024]
limits = [("Im S(0), t*", (U**2*ft(g0**3, w0)).imag, r['S0'].imag),
          ("(2d)^1.5 Re S(e1), t*", (-U**2*ft(g1**3, w0)).real, D**1.5*r['S1'].real),
          ("(2d)^3 Im S(e1+e2), t*", (U**2*ft(g2**3, w0)).imag, D**3*r['S11'].imag),
          ("(2d)^0.5 Re[S(k=0)-S(0)], t*", (-U**2*ft(g1**3, w0)).real, D**0.5*r['dk0'].real),
          ("2d rms_k, t*", abs(U**2*ft(g1**3, w0)), D*r['rms']),
          ("2d ladder ratio", (ladder(g1, 1.0, g0)/ladder(g0, 1.0, g0)).real, D*r['lad'].real),
          ("two-line factor, 1/t*^2", ((Ge**2)@dos-(Ge@dos)**2).real, r['two'].real)]
for name, lim, fin in limits:
    assert abs(fin/lim-1) < 1e-2           # corrections are O(1/d)
    print(f"{name}: limit {lim:.5f}, d=1024 {fin:.5f}")
assert abs(res[1024]['G'][(2,)]*D*2-g2).max() < 1e-2*abs(g2).max()
print(f"|S(k=0)-S(0)|/|S(0)|: d=4 {abs(res[4]['dk0']/res[4]['S0']):.4f}, "
      f"d=1024 {abs(r['dk0']/r['S0']):.4f}")
print("verified")
```

Printed output:

```
U = 2.0 t*, T = 0.25 t*, w0 = 0.785398 t*, half filling
order 2: connected 1, 1PI 1, skeleton 1
order 3: connected 2, 1PI 2, skeleton 2
order 4: connected 13, 1PI 12, skeleton 9
order 5: connected 79, 1PI 73, skeleton 54
powers of t: F(0)-F(i=j) 2.999, F(i=j)-F(local) 3.999, F(r=2) 5.999
K = T^2 sum 1/|w1 w2 w3| = 0.95493 1/t*, moment bound = 123.846 1/t*^3
d=3: |S(k=0)-S(0)| grid 0.039786 t*, shells 0.039786 t*
d=3: relative weight of shells |R|>6 on the grid 4.00e-04
largest relative weight of the last shell kept: 8.2e-07
second order at i w0, unit t*: d, Im S(0), Re S(e1), Im S(e1+e2)
    4 -0.253915 -4.4212e-03 1.4175e-04
   16 -0.262721 -5.2549e-04 1.4875e-06
   64 -0.265013 -6.4847e-05 2.1421e-08
  256 -0.265581 -8.0801e-06 3.2817e-10
 1024 -0.265723 -1.0092e-06 5.1026e-12
unit t*: d, |S(k=0)-S(0)|, 2d|S(e1)|, rms_k, rigorous bound
    4 3.4353e-02 3.5370e-02 1.2527e-02 223.001
   16 1.6709e-02 1.6816e-02 2.9728e-03 111.500
   64 8.2876e-03 8.3004e-03 7.3366e-04 55.750
  256 4.1354e-03 4.1370e-03 1.8283e-04 27.875
 1024 2.0667e-03 2.0669e-03 4.5671e-05 13.938
d, ladder off-site/on-site (pure number), two-line factor (1/t*^2)
    4 5.8137e-03 0.12425
   16 1.1970e-03 0.12394
   64 2.8697e-04 0.12320
  256 7.1017e-05 0.12301
 1024 1.7709e-05 0.12296
exponent of d for S1 (256 to 1024): -1.5006
exponent of d for S11 (256 to 1024): -3.0035
exponent of d for dk0 (256 to 1024): -0.5004
exponent of d for rms (256 to 1024): -1.0006
exponent of d for lad (256 to 1024): -1.0018
exponent of d for two (256 to 1024): -0.0003
Im S(0), t*: limit -0.26577, d=1024 -0.26572
(2d)^1.5 Re S(e1), t*: limit -0.09351, d=1024 -0.09354
(2d)^3 Im S(e1+e2), t*: limit 0.04376, d=1024 0.04383
(2d)^0.5 Re[S(k=0)-S(0)], t*: limit -0.09351, d=1024 -0.09352
2d rms_k, t*: limit 0.09351, d=1024 0.09354
2d ladder ratio: limit 0.03624, d=1024 0.03627
two-line factor, 1/t*^2: limit 0.12295, d=1024 0.12296
|S(k=0)-S(0)|/|S(0)|: d=4 0.1353, d=1024 0.0078
verified
```
